# Vacancy Ionization Energy from the Half-Occupied Eigenvalue and Its Curvature, part 1

(Sections cited here and not found follow in the second part.)

## I. The theorem and its proof

### What the eigenvalue alone gets wrong

A vacancy level in an oxide has an eigenvalue, and it is tempting to read its negative as the energy needed to remove the electron. The eigenvalue, however, moves as the electron leaves. In a local-density model of the oxygen vacancy in MgO, treated in the second half, the filled level lies at $-2.83$ eV, while the difference of two total energies gives an ionization energy of $6.29$ eV. The filled level is therefore wrong by about $3.5$ eV. The emptied level, at $-8.83$ eV, is wrong by about $2.5$ eV in the other direction. Neither can place a trap within a band gap.

The level taken at half occupation gives $6.34$ eV. The theorem below explains why this is so much better, and supplies the leading correction to it.

### Setting and conventions

The ions stay fixed, so the ionization energy is unrelaxed, or vertical. Hartree atomic units are used in the derivations and electronvolts in the example. The orbitals $\phi_{i\sigma}$ of each spin $\sigma$ are orthonormal and have occupations $f_{i\sigma}$ between 0 and 1. The spin densities are

$$
n_\sigma(\mathbf r)=\sum_i f_{i\sigma}|\phi_{i\sigma}(\mathbf r)|^2,\qquad n=n_\uparrow+n_\downarrow .
$$

Let $\hat h$ be the kinetic energy plus the fixed potential of the ions. The energy functional is

$$
E=\sum_{i\sigma}f_{i\sigma}\langle\phi_{i\sigma}|\hat h|\phi_{i\sigma}\rangle
+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
+E_{\rm xc}[n_\uparrow,n_\downarrow]. \tag{1}
$$

The repulsion between ions is a constant at fixed geometry and cancels from every difference used here.

One orbital, labelled $a$, is the vacancy level to be emptied. Its occupation is $f$: $f=1$ before ionization and $f=0$ after it. All other occupations are held fixed. At each $f$ the orbitals are determined self-consistently, which defines the energy $E(f)$ and the eigenvalue $\varepsilon(f)$ of level $a$. The ionization energy is

$$
I=E(0)-E(1). \tag{2}
$$

Three assumptions are made about this path.

1. The same non-degenerate state is followed from $f=1$ to $f=0$, without a jump to another solution.
2. The orbitals and $E$ are differentiable in $f$ for $0<f<1$.
3. $E(f)$ is continuous at both ends, and $\varepsilon(f)$ is integrable.

The theorem will need more smoothness than this, and the extra condition is stated there.

### Lemma 1: the orbitals obey an eigenvalue equation

**Statement.** At a stationary point of (1), the occupied orbitals can be chosen to satisfy $\hat F_\sigma\phi_{i\sigma}=\varepsilon_{i\sigma}\phi_{i\sigma}$, where

$$
\hat F_\sigma=\hat h+v_{\rm H}+v_{{\rm xc},\sigma},\quad
v_{\rm H}(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\quad
v_{{\rm xc},\sigma}=\frac{\delta E_{\rm xc}}{\delta n_\sigma}. \tag{3}
$$

**Proof.** Take one spin and drop its label. Orthonormality is imposed with a Hermitian matrix of multipliers $\lambda_{ij}$. Varying $\phi_i^*$ changes the density by $f_i\,\delta\phi_i^*\,\phi_i$, so the stationarity condition is

$$
f_i\hat F\phi_i=\sum_j\lambda_{ij}\phi_j .
$$

Projection on $\phi_j$ gives $\lambda_{ij}=f_iF_{ji}$, with $F_{ji}=\langle\phi_j|\hat F|\phi_i\rangle$. Hermiticity of the multipliers means $\lambda_{ij}=\lambda_{ji}^*=f_jF_{ij}^*$. Since $\hat F$ is Hermitian, $F_{ij}^*=F_{ji}$, and therefore

$$
(f_i-f_j)F_{ji}=0 .
$$

Orbitals with different occupations thus have no matrix element between them. Orbitals with equal occupations may be rotated among themselves without changing the density or the energy, and the rotation can be chosen to diagonalize $F_{ji}$ in that group. With this choice $\lambda_{ij}=f_i\varepsilon_i\delta_{ij}$. Dividing by $f_i>0$ gives the eigenvalue equation. $\square$

### Lemma 2: Janak's theorem

**Statement.** For $0<f<1$,

$$
\frac{dE}{df}=\varepsilon(f). \tag{4}
$$

**Proof.** The energy depends on $f$ explicitly, through the occupation of level $a$, and implicitly, through all the orbitals.

For the explicit part, hold the orbitals fixed. The density then changes at the rate $|\phi_a|^2$. The one-electron term contributes $\langle\phi_a|\hat h|\phi_a\rangle$. In the Coulomb term either of the two density factors may change. The two contributions are equal, and together they cancel the factor $\tfrac12$, leaving $\int v_{\rm H}|\phi_a|^2d^3r$. The last term contributes $\int v_{\rm xc}|\phi_a|^2d^3r$, by the definition of a functional derivative. The sum is

$$
\left.\frac{\partial E}{\partial f}\right|_{\phi}
=\langle\phi_a|\hat h+v_{\rm H}+v_{\rm xc}|\phi_a\rangle=\varepsilon(f).
$$

For the implicit part, write $\phi_i'=d\phi_i/df$ and let $i$ run over both spins. Lemma 1 gives

$$
\sum_i f_i\left(\langle\phi_i'|\hat F|\phi_i\rangle+\langle\phi_i|\hat F|\phi_i'\rangle\right)
=\sum_i f_i\varepsilon_i\frac{d}{df}\langle\phi_i|\phi_i\rangle=0,
$$

because every orbital stays normalized. The explicit part alone remains. $\square$

The cancellation does not mean that relaxation of the orbitals is neglected. It has no first-order effect on the energy at a given $f$, but it changes $\varepsilon$ as $f$ changes, and so enters the integral over $f$.

**Remark on Hartree–Fock.** The exchange energy there is

$$
E_{\rm x}=-\frac12\sum_\sigma\sum_{ij}f_{i\sigma}f_{j\sigma}
\iint\frac{\phi_{i\sigma}^*(\mathbf r)\phi_{j\sigma}(\mathbf r)\phi_{j\sigma}^*(\mathbf r')\phi_{i\sigma}(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'.
$$

It is quadratic in the occupations, so its derivative with respect to $f$ again has two equal parts that cancel the $\tfrac12$. The result is the expectation value of the nonlocal exchange operator in $\phi_a$. With that operator in place of $v_{\rm xc}$, both lemmas hold unchanged.

### Lemma 3: ionization energy as an integral

Integrate (4) from just above 0 to just below 1, and use the continuity of $E$ at the ends:

$$
E(1)-E(0)=\int_0^1\varepsilon(f)\,df,\qquad
I=-\int_0^1\varepsilon(f)\,df. \tag{5}
$$

The minus sign appears because ionization runs from $f=1$ to $f=0$. The ionization energy is minus the average eigenvalue along the path. A single eigenvalue can replace it only to the extent that it represents this average.

### Theorem: the midpoint value and its leading correction

**Statement.** Let $\varepsilon(f)$ have four continuous derivatives on the closed interval $0\le f\le1$. Then

$$
I=-\left[\varepsilon\!\left(\tfrac12\right)+\frac1{24}\varepsilon''\!\left(\tfrac12\right)\right]+R,
\qquad |R|\le\frac{1}{1920}\max_{0\le f\le1}|\varepsilon''''(f)|. \tag{6}
$$

**Proof.** Put $f=\tfrac12+x$, so that $x$ runs from $-\tfrac12$ to $\tfrac12$. Taylor's theorem gives

$$
\varepsilon(\tfrac12+x)=\varepsilon(\tfrac12)+x\varepsilon'(\tfrac12)+\frac{x^2}{2}\varepsilon''(\tfrac12)
+\frac{x^3}{6}\varepsilon'''(\tfrac12)+\frac{x^4}{24}\varepsilon''''(\xi),
$$

where $\xi$ lies between $\tfrac12$ and $\tfrac12+x$. The odd powers integrate to zero over the symmetric interval. The even ones give

$$
\int_{-1/2}^{1/2}x^2dx=\frac23\left(\frac12\right)^3=\frac1{12},\qquad
\int_{-1/2}^{1/2}x^4dx=\frac25\left(\frac12\right)^5=\frac1{80}.
$$

The quadratic term therefore contributes $\tfrac12\cdot\tfrac1{12}=\tfrac1{24}$ times $\varepsilon''(\tfrac12)$. The last term is at most $\tfrac1{24}\cdot\tfrac1{80}=\tfrac1{1920}$ times the largest $|\varepsilon''''|$. Inserting these results in (5) proves (6). $\square$

If more derivatives exist, the next term of the expansion of $I$ is $-\varepsilon''''(\tfrac12)/1920$. The ratio of this term to the one before it is $\varepsilon''''/(80\,\varepsilon'')$ at the midpoint. The curvature term deserves the name of leading correction when this ratio and the later terms are small. To make the ordering explicit, let $\varepsilon(\tfrac12+x)=g(\kappa x)$ with a fixed smooth function $g$ and small $\kappa$. The curvature term is then of order $\kappa^2$ and the next one of order $\kappa^4$.

**The sign.** The bracket in (6) is the energy of adding the electron to the ionized vacancy. The energy of removing it has the opposite sign. A positive $\varepsilon''$ thus lowers the ionization energy below the value $-\varepsilon(\tfrac12)$.

**The energy reference.** Equation (6) sends the electron to the zero of the potential. If it goes instead to a conduction-band edge $E_c$, measured on the same potential scale, $E_c$ is added:

$$
I_c=E_c-\varepsilon(\tfrac12)-\frac1{24}\varepsilon''(\tfrac12)-\cdots .
$$

A constant shift of potential moves $E_c$ and $\varepsilon$ together and leaves $I_c$ unchanged. It also leaves $\varepsilon''$ unchanged, so the correction does not depend on the reference.

### Why the midpoint does so well

Suppose first that $E(f)$ is quadratic, so that $\varepsilon(f)=\alpha+\beta f$. Then (5) gives $I=-(\alpha+\beta/2)$, which is exactly $-\varepsilon(\tfrac12)$. The end values give

$$
-\varepsilon(1)=I-\frac{\beta}{2},\qquad -\varepsilon(0)=I+\frac{\beta}{2}.
$$

They err by equal and opposite amounts. In a local functional the slope $\beta$ can be large for a compact orbital, because the Coulomb repulsion of the orbital's charge with itself is cancelled only in part by the local exchange. The midpoint removes the effect of the slope, and the $1/24$ term removes the first effect of its variation.

A linear dielectric around a rigid orbital belongs to this quadratic case. Let the vacancy be neutral at $f=1$, so that its net charge is $q=1-f$. The surroundings then lower the energy by $Pq^2$, where $P$ is a positive constant. The added energy and eigenvalue are

$$
E_{\rm pol}=-P(1-f)^2,\qquad \varepsilon_{\rm pol}=2P(1-f).
$$

The direct change of $I$ is $E_{\rm pol}(0)-E_{\rm pol}(1)=-P$, and the midpoint gives $-\varepsilon_{\rm pol}(\tfrac12)=-P$ as well. The polarization can be large, yet it adds nothing to $\varepsilon''$ as long as the orbital does not change shape.

The same algebra applies to the interaction of a charged defect with its periodic images, when that interaction is proportional to $q^2$ and the orbital is rigid. The midpoint then reproduces the image energy contained in the total-energy difference. It does not remove it, and a finite-cell correction is still needed.

If $E(f)$ is a straight line, $\varepsilon$ is constant and all corrections vanish. The exact ground-state ensemble behaves in this way when the energies at successive integer electron numbers form a convex sequence. Its lowest energy at a fractional number is then the weighted average of the two neighbouring integers. Curvature of $E(f)$ in an approximate functional is in that case an error of the functional. The theorem evaluates the functional's own energy difference and does not repair this error.

### Proposition: the exact form of the correction

The remainder bound in (6) is useless if a derivative diverges at one end. A weaker form of the result survives.

**Statement.** Let $\varepsilon$ be twice continuously differentiable for $0<f\le1$. Let $f\varepsilon(f)$ and $f^2\varepsilon'(f)$ tend to zero as $f\to0$, and let the integrals below converge. Then

$$
\int_0^1\varepsilon\,df-\varepsilon(\tfrac12)=\int_0^1K(f)\,\varepsilon''(f)\,df,\qquad
K(f)=\frac12\left[\min(f,1-f)\right]^2. \tag{7}
$$

**Proof.** Integrate by parts twice on the lower half, where $K=f^2/2$. The terms at $f=0$ vanish by assumption:

$$
\int_0^{1/2}\frac{f^2}{2}\varepsilon''df
=\frac18\varepsilon'(\tfrac12)-\int_0^{1/2}f\varepsilon'df
=\frac18\varepsilon'(\tfrac12)-\frac12\varepsilon(\tfrac12)+\int_0^{1/2}\varepsilon\,df .
$$

On the upper half $K=(1-f)^2/2$ vanishes at $f=1$, and its derivative is $-(1-f)$:

$$
\int_{1/2}^{1}\frac{(1-f)^2}{2}\varepsilon''df
=-\frac18\varepsilon'(\tfrac12)+\int_{1/2}^{1}(1-f)\varepsilon'df
=-\frac18\varepsilon'(\tfrac12)-\frac12\varepsilon(\tfrac12)+\int_{1/2}^{1}\varepsilon\,df .
$$

The slopes cancel in the sum, and (7) follows. $\square$

The weight has the area $\int_0^1K\,df=2\int_0^{1/2}(f^2/2)\,df=\tfrac1{24}$. The $1/24$ term therefore replaces a weighted average of $\varepsilon''$ by its value at the midpoint. The weight is largest at $f=\tfrac12$ and vanishes quadratically at the ends, which is why a divergence there can be tolerated if it is weak enough.

## II. The oxygen vacancy in MgO

### Symbols and results carried over

The occupation $f$ of the vacancy level falls from 1 to 0 at fixed ion positions, $E(f)$ is the self-consistent energy, and $\varepsilon(f)=dE/df$ is the level's eigenvalue. The ionization energy is $I=E(0)-E(1)=-\int_0^1\varepsilon\,df$. For smooth $\varepsilon$ its expansion is

$$
I=-\varepsilon(\tfrac12)-\frac{\varepsilon''(\tfrac12)}{24}-\frac{\varepsilon''''(\tfrac12)}{1920}-\cdots . \tag{8}
$$

The difference $\int_0^1\varepsilon\,df-\varepsilon(\tfrac12)$ also equals $\int_0^1K\varepsilon''df$, where $K=\tfrac12[\min(f,1-f)]^2$. The errors below are an estimate of $I$ minus the direct energy difference, within the same functional and basis.

### Lemma 4: a cube root in the local-density eigenvalue

The neutral vacancy holds two electrons of opposite spin in one cavity level. The spin-down electron is removed. No other spin-down electron is treated explicitly, so the spin-down density vanishes as $f\to0$. This endangers the smoothness required by the theorem.

**Statement.** For a fixed spin-down orbital $\phi$, the exchange part of the eigenvalue in the local spin-density approximation (LDA) is

$$
\varepsilon_{\rm x}(f)=-Af^{1/3},\qquad
A=\left(\frac6\pi\right)^{1/3}\int|\phi|^{8/3}d^3r. \tag{9}
$$

**Proof.** The exchange energy is

$$
E_{\rm x}=-\frac34\left(\frac6\pi\right)^{1/3}\sum_\sigma\int n_\sigma^{4/3}d^3r .
$$

Differentiating with respect to $n_\downarrow$ brings down a factor $\tfrac43$, so the potential is $v_{{\rm x}\downarrow}=-(6/\pi)^{1/3}n_\downarrow^{1/3}$. With $n_\downarrow=f|\phi|^2$, its expectation value in $\phi$ contains $|\phi|^2|\phi|^{2/3}=|\phi|^{8/3}$, which gives (9). $\square$

Two derivatives of (9) give

$$
\varepsilon_{\rm x}''(f)=\frac29Af^{-5/3}. \tag{10}
$$

This is positive and diverges at $f=0$. The fourth derivative diverges more strongly, so the bound in (6) no longer applies. The exact form (7) survives: $f\varepsilon_{\rm x}$ and $f^2\varepsilon_{\rm x}'$ both vanish as $f^{4/3}$, and the integrand $K\varepsilon_{\rm x}''$ behaves as $f^{1/3}$.

The pure curve $f^{1/3}$ shows how well the expansion copes. Its integral is $\tfrac34$. The successive estimates are

$$
2^{-1/3}=0.7937,\qquad
2^{-1/3}-\frac{1}{24}\cdot\frac29\,2^{5/3}=0.7643,
$$

and, since the fourth derivative is $-\tfrac{80}{81}f^{-11/3}$,

$$
0.7643-\frac{1}{1920}\cdot\frac{80}{81}\,2^{11/3}=0.7578 .
$$

The errors are $0.0437$, $0.0143$ and $0.0078$. The $1/24$ term removes about two thirds of the midpoint error, and the next term removes less than half of what is left.

Correlation has a cube root too. In the Vosko–Wilk–Nusair form used here, the energy per electron near full polarization contains

$$
\Delta\,\frac{(1-\zeta)^{4/3}}{2(2^{1/3}-1)},\qquad
\zeta=\frac{n_\uparrow-n_\downarrow}{n},\qquad 1-\zeta=\frac{2n_\downarrow}{n},
$$

where $\Delta$ is the correlation energy per electron of the polarized gas minus that of the unpolarized gas. Multiplication by $n$ gives a term proportional to $\Delta\,n^{-1/3}n_\downarrow^{4/3}$. Its derivative with respect to $n_\downarrow$ is, to leading order, proportional to $\Delta\,(n_\downarrow/n)^{1/3}$. Correlation is weaker in the polarized gas, so its negative energy is smaller in size and $\Delta>0$. This cube root therefore opposes that of exchange.

The ionization energy is minus the average of the eigenvalue over the occupation, and for a smooth eigenvalue the midpoint value with the $1/24$ curvature term approximates it; in LDA, a cube root at the empty end invalidates the error bound and slows the convergence. What remains is to calculate these terms for the oxygen vacancy in MgO and compare them with direct energy differences.
